# Why Semilocal Functionals Split the p0 and p+1 States of Boron: a program that tests the result

```python
"""Boron 1s2 2s2 2p: the exact energies of the p0 and p+1 determinants agree,
semilocal functionals split them, and the paramagnetic current reduces the
splitting of Becke-Roussel (BR) exchange.
Hartree atomic units. Per spin: n = sum |phi|^2, tau = sum |grad phi|^2 / 2,
j = Im sum phi* grad phi. Splitting = E(p+1) - E(p0).
BR hole curvature: Q = [lap n - 2 D]/6,
D = 2 tau - |grad n|^2/(4n) - |j|^2/n (the last term is the current term).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from pyscf import gto, scf, dft

scf.hf.MUTE_CHKFILE = True
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BASIS = "aug-cc-pvqz"


def boron(max_l):
    shells = [s for s in gto.basis.load(BASIS, "B") if s[0] <= max_l]
    return gto.M(atom="B 0 0 0", basis={"B": shells}, spin=1, verbose=0)


def symmetry_groups(mol):
    """AO indices: even functions, then px, py, pz."""
    labels = mol.ao_labels(fmt=None)
    groups = [[i for i, a in enumerate(labels) if a[2][-1] != "p"]]
    for axis in "xyz":
        groups.append([i for i, a in enumerate(labels)
                       if a[2][-1] == "p" and a[3] == axis])
    return [np.array(g) for g in groups]


def constrained_scf(mf, p_occupation):
    """SCF with 1s2 2s2 and given spin-up occupations of px, py, pz."""
    groups = symmetry_groups(mf.mol)
    nao = mf.mol.nao
    starts = np.cumsum([0] + [len(g) for g in groups])
    occupation = np.zeros((2, nao))
    occupation[:, :2] = 1.0
    occupation[0, starts[1:4]] = p_occupation

    def block_eig(fock, overlap, *args, **kwargs):
        energies, coefficients = np.zeros((2, nao)), np.zeros((2, nao, nao))
        for spin in range(2):
            for k, g in enumerate(groups):
                block = np.ix_(g, g)
                e, c = eigh(fock[spin][block], overlap[block])
                energies[spin, starts[k]:starts[k + 1]] = e
                coefficients[spin][g, starts[k]:starts[k + 1]] = c
        return energies, coefficients

    mf.eig = block_eig
    mf.get_occ = lambda *args, **kwargs: occupation
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf, starts


# ---- Hartree-Fock orbitals and the two determinants ----
mol = boron(1)
hf, starts = constrained_scf(scf.UHF(mol), [0.0, 0.0, 1.0])
groups = symmetry_groups(mol)
s_up, s_down = hf.mo_coeff[0][:, :2], hf.mo_coeff[1][:, :2]
pz = hf.mo_coeff[0][:, starts[3]]
px, py = np.zeros_like(pz), np.zeros_like(pz)
px[groups[1]] = pz[groups[3]]
py[groups[2]] = pz[groups[3]]
p_plus = -(px + 1j * py) / np.sqrt(2)
up_orbitals = [np.column_stack([s_up, pz]).astype(complex),
               np.column_stack([s_up, p_plus])]
down_orbitals = s_down.astype(complex)

core_h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e", aosym="s1")


def energy_parts(up, down):
    d_up, d_down = up @ up.conj().T, down @ down.conj().T
    total = d_up + d_down
    one = np.einsum("pq,qp->", core_h, total).real
    potential = np.einsum("pqrs,sr->pq", eri, total)
    hartree = 0.5 * np.einsum("pq,qp->", potential, total).real
    exchange = 0.0
    for d in (d_up, d_down):
        k = np.einsum("pqrs,qr->ps", eri, d)
        exchange -= 0.5 * np.einsum("ps,sp->", k, d).real
    return np.array([one, hartree, exchange])


parts = [energy_parts(up, down_orbitals) for up in up_orbitals]
exact_total = [p.sum() for p in parts]
hartree_split = parts[1][1] - parts[0][1]
exchange_split = parts[1][2] - parts[0][2]
assert abs(exact_total[0] - hf.e_tot) < 1e-7
assert abs(exact_total[1] - exact_total[0]) < 1e-8
assert abs(parts[1][0] - parts[0][0]) < 1e-8

# F2 Slater integral from the radial 2p function, not from the AO integrals.
r_line = np.linspace(1e-5, 30.0, 30001)
points = np.column_stack([0 * r_line, 0 * r_line, r_line])
radial = mol.eval_gto("GTOval_sph", points) @ pz * np.sqrt(4 * np.pi / 3)
p_squared = (r_line * radial) ** 2
inner = cumulative_trapezoid(p_squared * r_line**2, r_line, initial=0)
slater_f2 = 2 * cumulative_trapezoid(p_squared * inner / r_line**3, r_line)[-1]
assert abs(-hartree_split - 3 * slater_f2 / 50) < 2e-6
assert abs(exchange_split - 3 * slater_f2 / 50) < 2e-6


# ---- Local densities, including the paramagnetic current ----
def local_fields(coords, orbitals):
    ao = mol.eval_gto("GTOval_sph_deriv2", coords)
    phi = ao @ orbitals
    value, gradient = phi[0], phi[1:4]
    overlap = np.sum(value.conj() * gradient, axis=2)
    kinetic = np.sum(abs(gradient) ** 2, axis=(0, 2))
    second = phi[4] + phi[7] + phi[9]
    return {"n": np.sum(abs(value) ** 2, axis=1),
            "grad": 2 * overlap.real, "j2": np.sum(overlap.imag**2, axis=0),
            "tau": kinetic / 2,
            "lap": 2 * np.sum(value.conj() * second, axis=1).real + 2 * kinetic}


def pauli_d(f, current):
    n = np.maximum(f["n"], 1e-300)
    d = 2 * f["tau"] - np.sum(f["grad"] ** 2, axis=0) / (4 * n)
    return d - f["j2"] / n if current else d


def curvature(f, current):
    return (f["lap"] - 2 * pauli_d(f, current)) / 6


# The hole curvature directly from |gamma(r,r')|^2/n(r), by finite differences.
center, step = np.array([1.2, 0.0, 0.7]), 0.005
stencil = np.vstack([center, center + step * np.eye(3),
                     center - step * np.eye(3)])
phi_stencil = mol.eval_gto("GTOval_sph", stencil) @ up_orbitals[1]
gamma = phi_stencil.conj() @ phi_stencil[0]
hole = abs(gamma) ** 2 / gamma[0].real
q_direct = (hole[1:].sum() - 6 * hole[0]) / (6 * step**2)
field_center = local_fields(center[None, :], up_orbitals[1])
q_current = curvature(field_center, True)[0]
q_no_current = curvature(field_center, False)[0]
q_error = abs(q_direct - q_current)
assert q_error < 1e-4
assert abs(q_direct - q_no_current) > 10 * q_error

# A single p+1 orbital has D = 0 only if the current is kept.
single = local_fields(center[None, :], p_plus[:, None])
d_single = [pauli_d(single, c)[0] for c in (False, True)]
assert abs(d_single[1]) < 1e-12 and d_single[0] > 1e-4


# ---- Becke-Roussel exchange ----
def br_potential(n, q_curv):
    ratio = q_curv / ((2 / 3) * np.pi ** (2 / 3) * n ** (5 / 3))
    low = np.zeros_like(n)
    high = np.maximum(3.0, 1.5 * np.log(3 * np.maximum(ratio, 1.0))) + 1
    for _ in range(70):
        mid = (low + high) / 2
        positive = mid * np.exp(-2 * mid / 3) * ratio - (mid - 2) > 0
        low, high = np.where(positive, mid, low), np.where(positive, high, mid)
    x = (low + high) / 2
    b = x * np.exp(-x / 3) / (8 * np.pi * n) ** (1 / 3)
    return -(-np.expm1(-x) - 0.5 * x * np.exp(-x)) / b


def radial_rule(count):
    t, w = np.polynomial.legendre.leggauss(count)
    r = 1.5 * (1 + t) / (1 - t)
    return r, w * 3.0 / (1 - t) ** 2


r_h, w_h = radial_rule(160)
w_h, r_h = w_h[r_h < 30], r_h[r_h < 30]
n_h = np.exp(-2 * r_h) / np.pi
u_h = br_potential(n_h, (4 - 4 / r_h) * n_h / 6)
hydrogen_br = 0.5 * np.sum(w_h * 4 * np.pi * r_h**2 * n_h * u_h)
assert abs(hydrogen_br + 5 / 16) < 1e-6

# ---- Functional energies by axial quadrature ----
FUNCTIONALS = [
    ("LSDA x", "LDA_X,", "LDA"), ("LSDA xc", "LDA_X,LDA_C_PW", "LDA"),
    ("PBE x", "GGA_X_PBE,", "GGA"), ("PBE xc", "GGA_X_PBE,GGA_C_PBE", "GGA"),
    ("TPSS x", "MGGA_X_TPSS,", "MGGA"),
    ("TPSS xc", "MGGA_X_TPSS,MGGA_C_TPSS", "MGGA"),
    ("r2SCAN x", "MGGA_X_R2SCAN,", "MGGA"),
    ("r2SCAN xc", "MGGA_X_R2SCAN,MGGA_C_R2SCAN", "MGGA")]


def libxc_energy(code, family, fields, weights, current):
    spins = []
    for f in fields:
        tau = f["tau"].copy()
        if current:
            tau -= f["j2"] / (2 * np.maximum(f["n"], 1e-300))
        rows = np.vstack([f["n"], f["grad"], f["lap"], tau])
        spins.append({"LDA": rows[0], "GGA": rows[:4], "MGGA": rows}[family])
    exc = dft.libxc.eval_xc(code, np.array(spins), spin=1)[0]
    return np.sum(weights * (fields[0]["n"] + fields[1]["n"]) * exc)


def all_energies(n_radial, n_theta):
    r, wr = radial_rule(n_radial)
    c, wc = np.polynomial.legendre.leggauss(n_theta)
    inside = r < 40
    r, wr = r[inside], wr[inside]
    rr, cc = [a.ravel() for a in np.meshgrid(r, c, indexing="ij")]
    weights = 2 * np.pi * np.outer(wr * r**2, wc).ravel()
    rho = rr * np.sqrt(1 - cc**2)
    coords = np.column_stack([rho * np.cos(0.3), rho * np.sin(0.3), rr * cc])
    results = {}
    for m, up in enumerate(up_orbitals):
        fields = [local_fields(coords, o) for o in (up, down_orbitals)]
        keep = (fields[0]["n"] > 1e-12) & (fields[1]["n"] > 1e-25)
        fields = [{k: v[..., keep] for k, v in f.items()} for f in fields]
        w = weights[keep]
        assert abs(np.sum(w * (fields[0]["n"] + fields[1]["n"])) - 5) < 1e-6
        for f in fields:
            assert np.all(pauli_d(f, True) > -1e-9 * (1 + f["tau"]))
        for name, code, family in FUNCTIONALS:
            for current in ((False, True) if family == "MGGA" else (False,)):
                results[name, current, m] = libxc_energy(
                    code, family, fields, w, current)
        potentials = {}
        for current in (False, True):
            u = [br_potential(f["n"], curvature(f, current)) for f in fields]
            potentials[current] = u[0]
            results["BR x", current, m] = 0.5 * sum(
                np.sum(w * f["n"] * v) for f, v in zip(fields, u))
        # Restoring the current can only deepen the BR hole potential.
        assert np.all(potentials[True] <= potentials[False] + 1e-9)
    return results


def splittings(energies):
    keys = [(name, cur) for name, cur, m in energies if m == 0]
    return {k: hartree_split + energies[k + (1,)] - energies[k + (0,)]
            for k in keys}


coarse = splittings(all_energies(140, 60))
energies = all_energies(200, 90)
split = splittings(energies)
grid_change = max(abs(split[k] - coarse[k]) for k in split)
assert grid_change < 3e-5
assert abs(split["LSDA x", False]) > 5 * abs(
    split["LSDA x", False] - coarse["LSDA x", False])
assert abs(split["PBE x", False]) > 5e-4
assert abs(split["BR x", True]) < abs(split["BR x", False])
assert abs(energies["BR x", True, 0] - energies["BR x", False, 0]) < 1e-10

# Independent 3D grid; p+1 is replaced by the real half-px, half-py ensemble.
grid = dft.gen_grid.Grids(mol)
grid.level, grid.prune = 5, None
grid.build()
dm_down = s_down @ s_down.T
dm_s = s_up @ s_up.T
dm_p = [np.outer(pz, pz), 0.5 * (np.outer(px, px) + np.outer(py, py))]
ensemble_error = 0.0
for name, code in (("PBE xc", "GGA_X_PBE,GGA_C_PBE"),
                   ("TPSS xc", "MGGA_X_TPSS,MGGA_C_TPSS")):
    for m in range(2):
        value = dft.numint.NumInt().nr_uks(
            mol, grid, code, np.array([dm_s + dm_p[m], dm_down]))[1]
        ensemble_error = max(ensemble_error,
                             abs(value - energies[name, False, m]))
assert ensemble_error < 5e-5

# ---- Self-consistent current-independent functionals, with d functions ----
mol_d = boron(2)
scf_energy = {}
for name, code in (("LSDA", "LDA_X,LDA_C_PW"),
                   ("PBE", "GGA_X_PBE,GGA_C_PBE")):
    for m, occ in enumerate(([0, 0, 1], [0.5, 0.5, 0])):
        ks = dft.UKS(mol_d)
        ks.xc = code
        ks.grids.level = 4
        scf_energy[name, m] = constrained_scf(ks, occ)[0].e_tot
scf_split = {k: scf_energy[k, 1] - scf_energy[k, 0] for k in ("LSDA", "PBE")}
assert abs(scf_split["PBE"]) > 1e-4
assert scf_split["PBE"] * split["PBE xc", False] > 0

# ---- Results ----
print(f"Basis {BASIS}: {mol.nao} s,p functions; {mol_d.nao} s,p,d functions")
for m, label in enumerate(("p0", "p+1")):
    print(f"HF total energy {label}: {exact_total[m]:.8f} Ha")
    print(f"  one-electron energy {label}: {parts[m][0]:.6f} Ha")
    print(f"  Hartree energy {label}: {parts[m][1]:.6f} Ha")
    print(f"  exact exchange energy {label}: {parts[m][2]:.6f} Ha")
print(f"F2(2p,2p) from radial quadrature: {slater_f2:.6f} Ha")
print(f"3 F2/50: {3 * slater_f2 / 50:.6f} Ha")
print(f"Hartree difference, p+1 minus p0: {hartree_split:.6f} Ha")
print(f"Exact exchange difference, p+1 minus p0: {exchange_split:.6f} Ha")
print("Hole test point (x,y,z):", *center, "bohr")
print(f"Q from the exchange hole: {q_direct:.6f} bohr^-5")
print(f"Q formula with current: {q_current:.6f} bohr^-5")
print(f"Q formula without current: {q_no_current:.6f} bohr^-5")
print(f"Single p+1 orbital, D without current: {d_single[0]:.6f} bohr^-5")
print(f"Single p+1 orbital, |D| with current: {abs(d_single[1]):.1e} bohr^-5")
print(f"BR exchange energy of hydrogen: {hydrogen_br:.6f} Ha")
for current in (False, True):
    tag = "with j" if current else "no j"
    for m, label in enumerate(("p0", "p+1")):
        print(f"BR exchange {label}, {tag}: "
              f"{energies['BR x', current, m]:.6f} Ha")
print("Fixed-orbital splittings E(p+1)-E(p0), x: exchange, xc: with correlation")
for (name, current), value in split.items():
    tag = "with j" if current else "no j"
    print(f"  {name}, {tag}: {value:.6f} Ha = {value * HARTREE_EV:.4f} eV")
print(f"Largest splitting change on grid refinement: {grid_change:.1e} Ha")
print(f"Largest xc difference from ensemble 3D grid: {ensemble_error:.1e} Ha")
for name in ("LSDA", "PBE"):
    print(f"Self-consistent {name} total energy p0: {scf_energy[name, 0]:.6f} Ha")
    print(f"Self-consistent {name} total energy p+1: {scf_energy[name, 1]:.6f} Ha")
    print(f"Self-consistent {name} splitting: {scf_split[name]:.6f} Ha = "
          f"{scf_split[name] * HARTREE_EV:.4f} eV")
print("all tests passed")
```

Output:

```
Basis aug-cc-pvqz: 21 s,p functions; 41 s,p,d functions
HF total energy p0: -24.52915695 Ha
  one-electron energy p0: -32.368889 Ha
  Hartree energy p0: 11.599530 Ha
  exact exchange energy p0: -3.759798 Ha
HF total energy p+1: -24.52915695 Ha
  one-electron energy p+1: -32.368889 Ha
  Hartree energy p+1: 11.588093 Ha
  exact exchange energy p+1: -3.748361 Ha
F2(2p,2p) from radial quadrature: 0.190611 Ha
3 F2/50: 0.011437 Ha
Hartree difference, p+1 minus p0: -0.011437 Ha
Exact exchange difference, p+1 minus p0: 0.011437 Ha
Hole test point (x,y,z): 1.2 0.0 0.7 bohr
Q from the exchange hole: -0.013472 bohr^-5
Q formula with current: -0.013472 bohr^-5
Q formula without current: -0.015443 bohr^-5
Single p+1 orbital, D without current: 0.012927 bohr^-5
Single p+1 orbital, |D| with current: 0.0e+00 bohr^-5
BR exchange energy of hydrogen: -0.312500 Ha
BR exchange p0, no j: -3.776786 Ha
BR exchange p+1, no j: -3.757297 Ha
BR exchange p0, with j: -3.776786 Ha
BR exchange p+1, with j: -3.765415 Ha
Fixed-orbital splittings E(p+1)-E(p0), x: exchange, xc: with correlation
  LSDA x, no j: 0.001653 Ha = 0.0450 eV
  LSDA xc, no j: 0.000865 Ha = 0.0235 eV
  PBE x, no j: 0.005315 Ha = 0.1446 eV
  PBE xc, no j: 0.003508 Ha = 0.0955 eV
  TPSS x, no j: 0.011356 Ha = 0.3090 eV
  TPSS x, with j: 0.007908 Ha = 0.2152 eV
  TPSS xc, no j: 0.009219 Ha = 0.2509 eV
  TPSS xc, with j: 0.005876 Ha = 0.1599 eV
  r2SCAN x, no j: 0.012316 Ha = 0.3351 eV
  r2SCAN x, with j: 0.002737 Ha = 0.0745 eV
  r2SCAN xc, no j: 0.009472 Ha = 0.2577 eV
  r2SCAN xc, with j: 0.003314 Ha = 0.0902 eV
  BR x, no j: 0.008052 Ha = 0.2191 eV
  BR x, with j: -0.000065 Ha = -0.0018 eV
Largest splitting change on grid refinement: 1.4e-07 Ha
Largest xc difference from ensemble 3D grid: 4.7e-09 Ha
Self-consistent LSDA total energy p0: -24.353990 Ha
Self-consistent LSDA total energy p+1: -24.352470 Ha
Self-consistent LSDA splitting: 0.001520 Ha = 0.0414 eV
Self-consistent PBE total energy p0: -24.611168 Ha
Self-consistent PBE total energy p+1: -24.606563 Ha
Self-consistent PBE splitting: 0.004605 Ha = 0.1253 eV
all tests passed
```
